# Heat conduction by air in a 100 nm pore

## Problem

Air fills the gap between two parallel solid walls a distance \(d=100\ \mathrm{nm}\) apart. The walls differ slightly in temperature. In the bulk this air has conductivity \(k_0=0.026\ \mathrm{W/(m\,K)}\) and mean free path \(\Lambda=70\ \mathrm{nm}\). At each wall the gas temperature, extrapolated from the interior of the gas, differs from the wall temperature by a jump

\[
\delta T=\beta\Lambda\,\frac{q}{k_0},\qquad \beta=1.6,
\]

where \(q\) is the heat flux. What is the conductivity of the gas in the pore, defined from the wall temperature difference \(\Delta T\) by \(q=k_{\rm gas}\Delta T/d\)? Is the value of \(\beta\) reasonable, and how accurate is the answer?

The factor \(\beta\) is not the energy accommodation coefficient \(\alpha\), the fraction of incident molecules that leave with the wall temperature, which cannot exceed 1. The connection between the two is derived below.

The gas has no net flow. Conduction through the solid and thermal radiation also carry heat in a porous material, but they are not included in \(k_{\rm gas}\).

## First estimate by scaling

Conductivity is proportional to the distance over which a molecule carries its energy. In the bulk this distance is \(\Lambda\). In the pore, wall collisions also interrupt the flight, after a path of order \(d\) (for molecules leaving a diffusely emitting wall its mean is \(2d\)). If this path is taken simply as \(d\) and the two collision rates add,

\[
\frac1{\Lambda_{\rm eff}}\approx\frac1\Lambda+\frac1d,
\qquad
k_{\rm gas}\approx k_0\frac{\Lambda_{\rm eff}}{\Lambda}=\frac{k_0}{1+\Lambda/d}.
\]

The Knudsen number is \(\Lambda/d=0.70\), so the estimate is \(0.026/1.70\approx0.015\ \mathrm{W/(m\,K)}\). It shows that the walls matter, but it cannot fix the number multiplying \(\Lambda/d\). That number requires an energy balance at the walls.

## Solution with the temperature jump

### Energy carried by a stream of molecules

Let \(n\) be the number density, \(m\) the molecular mass, \(c_v\) the heat capacity per molecule and \(v=\sqrt{8k_BT/(\pi m)}\) the mean speed. In equilibrium the number of molecules crossing unit area per unit time in one direction is

\[
\Gamma=n\sqrt{\frac{m}{2\pi k_BT}}\int_0^\infty v_x e^{-mv_x^2/2k_BT}\,dv_x
=n\sqrt{\frac{k_BT}{2\pi m}}=\frac{nv}{4}.
\]

Fast molecules cross more often. The mean of \(v_x^2\) over the crossing molecules is therefore

\[
\frac{\int_0^\infty v_x^3e^{-mv_x^2/2k_BT}dv_x}{\int_0^\infty v_xe^{-mv_x^2/2k_BT}dv_x}=\frac{2k_BT}{m}.
\]

The normal motion thus carries \(k_BT\) per crossing molecule. The two transverse motions carry another \(k_BT\), which makes \(2k_BT\) of translational energy. The internal energy has heat capacity \(c_v-\tfrac32k_B\). If two streams have the same number flux \(\Gamma\) but slightly different temperatures, their energy fluxes differ by \(h\) times the temperature difference, with

\[
h=\Gamma\left(2k_B+c_v-\tfrac32k_B\right)=\frac{nv}{4}\left(c_v+\tfrac12k_B\right).
\]

The number fluxes are equal because the walls neither absorb nor supply molecules in the steady state.

### Energy balance at one wall

Consider the cold wall, at temperature \(T_w\), with heat flux \(q\) directed into it. Let \(T_g\) be the gas temperature extrapolated to the wall. The molecules striking the wall come from a gas that is conducting heat, so their distribution is not quite an equilibrium one.

A relaxation-time model shows what the correction does. With relaxation time \(\tau\), uniform pressure and \(j\) classical internal degrees of freedom, the first-order distribution is

\[
f=f_0\left[1-\tau v_x\frac{1}{T}\frac{dT}{dx}\left(c^2+\varepsilon-\frac{5+j}{2}\right)\right],
\]

where \(c^2=m|\mathbf v|^2/(2k_BT)\) and \(\varepsilon\) is the internal energy divided by \(k_BT\). Averaging over the transverse motion, where \(c_y^2+c_z^2\) has mean 1, and over \(\varepsilon\), which has mean \(j/2\), turns the last bracket into \(c_x^2-\tfrac32\). The correction to the one-way number flux is then proportional to

\[
\int_0^\infty c_x^2\left(c_x^2-\tfrac32\right)e^{-c_x^2}dc_x
=\frac{3\sqrt\pi}{8}-\frac32\,\frac{\sqrt\pi}{4}=0 .
\]

The correction adds no molecules to the incident stream. It does add energy. The correction is odd in \(v_x\), and the energy flux contains one more factor \(v_x\), so the integrand is even and each half of velocity space supplies half of the total, \(q/2\).

Let \(E_w\) be the energy flux of a fully thermalized stream leaving the wall with number flux \(\Gamma\). The incident energy flux is

\[
E_i=E_w+h(T_g-T_w)+\frac q2 .
\]

A fraction \(\alpha\) of the molecules is thermalized and the rest is reflected specularly, so the outgoing flux is \(\alpha E_w+(1-\alpha)E_i\). The heat delivered to the wall is the difference:

\[
q=E_i-\alpha E_w-(1-\alpha)E_i=\alpha(E_i-E_w)
=\alpha\left[h(T_g-T_w)+\frac q2\right].
\]

Collecting the terms in \(q\) gives \(q(1-\alpha/2)=\alpha h(T_g-T_w)\), or

\[
\delta T=T_g-T_w=\frac{2-\alpha}{2\alpha h}\,q .
\]

At the hot wall both the heat flow relative to the wall and the temperature difference change sign. The wall is then hotter than the adjacent gas by the same \(\delta T\).

This argument assumes that the bulk form of \(f\) persists up to the wall. Within a few mean free paths of the wall it does not, and this is the source of the error examined below.

### The value of \(\beta\)

Comparison with \(\delta T=\beta\Lambda q/k_0\) gives

\[
\beta=\frac{2-\alpha}{2\alpha}\,\frac{k_0}{h\Lambda}.
\]

The mean free path is defined here through the viscosity, \(\eta=\tfrac12nmv\Lambda\). The Eucken approximation assigns a factor \(5/2\) to the transport of translational energy and 1 to that of internal energy:

\[
k_0=\frac{\eta}{m}\left[\frac52\,\frac{3k_B}{2}+c_v-\frac{3k_B}{2}\right]
=\frac{\eta}{m}\left(c_v+\frac94k_B\right).
\]

For an ideal gas \(k_B=(\gamma-1)c_v\), where \(\gamma\) is the heat capacity ratio. Hence

\[
k_0=\frac{9\gamma-5}{8}\,nvc_v\Lambda,
\qquad
h=\frac{\gamma+1}{8}\,nvc_v,
\]

\[
\beta=\frac{2-\alpha}{\alpha}\,\frac{9\gamma-5}{2(\gamma+1)} .
\]

For \(\gamma=1.4\) and \(\alpha=1\) this is \(7.6/4.8=1.583\). In this simple balance the given 1.6 corresponds to \(\alpha\approx0.99\), that is, to nearly complete accommodation. It is a reasonable size but low for a real wall. Incomplete accommodation raises \(\beta\), to 1.94 at \(\alpha=0.9\). So does the disturbed layer of gas next to the wall, which the balance leaves out: the kinetic solution below puts \(\beta\) near 1.9 in a wide gap even at \(\alpha=1\).

### The whole pore

The same flux crosses both walls and the gas, so the temperature differences add:

\[
\Delta T=\frac{qd}{k_0}+2\beta\Lambda\frac{q}{k_0}
=\frac{qd}{k_0}\left(1+\frac{2\beta\Lambda}{d}\right).
\]

Since \(k_{\rm gas}=qd/\Delta T\),

\[
k_{\rm gas}=\frac{k_0}{1+2\beta\Lambda/d}.
\]

With the given values,

\[
k_{\rm gas}=\frac{0.026}{1+2(1.6)(0.70)}=\frac{0.026}{3.24}
\approx0.0080\ \mathrm{W/(m\,K)},
\]

or 8.0 mW/(m K), about 31% of the bulk value. For \(\Delta T=1\ \mathrm K\) the flux is \(8.0\times10^4\ \mathrm{W/m^2}\). In the formula the gas accounts for 0.309 K of the temperature difference and each wall jump for 0.346 K. The walls thus add more than twice the resistance that the gas would have with its bulk conductivity. This split is not the true temperature profile, because \(\delta T\) refers to a temperature extrapolated from the interior. Near a wall the actual gas temperature bends toward the wall temperature, so the actual jumps are smaller.

The result can also be obtained without a mean free path. At 300 K and 101325 Pa, with molar mass 28.97 g/mol, the mean speed is 468 m/s. Using \(nk_B=p/T\), where \(p\) is the pressure, and \(c_v=\tfrac52k_B\),

\[
h=\frac{p}{T}\,\frac v4\left(\frac52+\frac12\right)
\approx1.19\times10^5\ \mathrm{W/(m^2\,K)}.
\]

For \(\alpha=1\) the two jumps together have resistance \(1/h\), so \(k_{\rm gas}=(1/k_0+1/(hd))^{-1}\approx0.0081\ \mathrm{W/(m\,K)}\). The same data and the expression for \(k_0\) give \(\Lambda\approx69\ \mathrm{nm}\), so the stated inputs are mutually consistent.

## Limits and accuracy

For \(d\gg2\beta\Lambda\) the bulk conductivity returns. In the formula it is halved at \(d=2\beta\Lambda=224\ \mathrm{nm}\), well above the mean free path.

For \(d\ll\Lambda\) molecules fly from wall to wall. Let \(E_+\) and \(E_-\) be the energy fluxes leaving the hot and cold walls, and \(E_h,E_c\) their fully thermalized values. Then

\[
E_+=\alpha E_h+(1-\alpha)E_-,\qquad
E_-=\alpha E_c+(1-\alpha)E_+ .
\]

Subtracting, with \(q=E_+-E_-\) and \(E_h-E_c=h\Delta T\), gives \(q=\alpha h\Delta T-(1-\alpha)q\), hence

\[
q=\frac{\alpha}{2-\alpha}\,h\Delta T .
\]

The pore formula has the same limit, because \(2\beta\Lambda/k_0=(2-\alpha)/(\alpha h)\). It is thus correct for this wall model without collisions, although the jump was derived for a gas with many collisions. Between the limits it is an interpolation.

To measure its error, the linearized BGK kinetic equation, in which the distribution relaxes to local equilibrium in a time \(\tau\), was solved numerically between the walls. No jump law was imposed. The model gas has two internal degrees of freedom and a single relaxation time, which does not reproduce the ratio of viscosity to conductivity in air. It was therefore matched to air through the ratio of wall to gas resistance, \(2\beta\Lambda/d\).

| Width (nm) | Formula, W/(m K) | Kinetic equation, W/(m K) | Formula above kinetic |
|---:|---:|---:|---:|
| 10 | 0.0011 | 0.0011 | 2% |
| 100 | 0.0080 | 0.0075 | 7% |
| 1000 | 0.0212 | 0.0206 | 3% |

At all three widths the formula stays within 10% of the kinetic equation. The 7% at 100 nm belongs to the model gas. For air with \(\alpha\) within a percent or so of 1, "about 0.008" is better read as too high by up to roughly 10%; the second digit of 0.0080 belongs to the formula, not to the gas. This margin does not cover incomplete accommodation. At \(\alpha=0.9\) the formula itself, with \(\beta=1.94\), gives 0.0070 W/(m K), and the kinetic correction lowers this to about 0.0065. In a wide gap with \(\alpha=1\), the kinetic equation gives a wall resistance about 18% larger than the simple balance for this model gas. At 1000 nm the walls supply 18% of the total resistance, and \(0.18\times0.18\approx0.03\), which accounts for the 3% error.

## Comparison of the two results

The scaling estimate, 0.015 W/(m K), is 1.9 times the result of the jump formula. Both have the form \(k_0/(1+C\Lambda/d)\), with \(C=1\) in the first and \(C=2\beta=3.2\) in the second. The difference is clearest without collisions. Scaling then assigns the gap a conductance \(k_0/\Lambda=0.95\,nvc_v\), while counting the molecules that reach a fully accommodating wall gives \(h=0.30\,nvc_v\). Put another way, the bulk flux \(k_0\,|dT/dx|\) equals \(h\) times the temperature change over a distance \(k_0/h\approx3.2\Lambda\), whereas scaling takes this distance to be \(\Lambda\).

Two changes show what controls the result. With \(\alpha=0.5\) and the other inputs fixed, \((2-\alpha)/\alpha=3\), so \(\beta=4.75\) and \(k_{\rm gas}=0.026/7.65\approx0.0034\ \mathrm{W/(m\,K)}\). If instead the pressure falls tenfold at fixed temperature, \(\Lambda\) grows tenfold while \(k_0\), which contains the product \(n\Lambda\), is unchanged. The 100 nm pore then has the same \(\Lambda/d\) as a 10 nm pore at the original pressure, and its gas conductivity is about 0.0011 W/(m K).

Silica aerogels have pores from some nanometres to the order of 100 nm, so the chosen width lies toward the upper end. Their total conductivity in ambient air is roughly 0.015 W/(m K), and it includes the solid and radiative parts omitted here; it should not be compared directly with \(k_{\rm gas}\). Such materials also break the assumption of a single flat gap. Their pores are irregular and connected, and \(d\) becomes an effective width. Taking 50 or 150 nm in place of 100 nm changes the formula's result to 0.0047 or 0.0104 W/(m K), a larger shift than the error of the interpolation.

## Computed results

```
bulk air conductivity k0 = 0.026 W/(m K)
mean free path = 70 nm
jump factor beta = 1.6
pore width d = 100 nm
Knudsen number = 0.70
denominator 1+2*beta*Kn = 3.24
pore gas conductivity = 0.00802 W/(m K)
the same = 8.02 mW/(m K)
fraction of bulk value = 0.3086
width that halves k0 = 224 nm
heat capacity ratio gamma = 1.4
beta for full accommodation = 1.5833
alpha implied by given beta = 0.9948
heat flux for 1 K = 8.0247e+04 W/m^2
temperature drop in gas = 0.3086 K
temperature jump at each wall = 0.3457 K
air temperature = 300 K
air pressure = 101325 Pa
air molar mass = 28.97 g/mol
mean molecular speed = 468.2 m/s
exchange coefficient h = 1.1861e+05 W/(m^2 K)
k_gas from h, alpha=1 = 0.00815 W/(m K)
mean free path from k0 = 69.2 nm
pore width; formula; kinetic equation; formula excess
10 nm; 0.00111 W/(m K); 0.00109 W/(m K); 2.2 %
100 nm; 0.00802 W/(m K); 0.00748 W/(m K); 7.3 %
1000 nm; 0.02124 W/(m K); 0.02058 W/(m K); 3.2 %
collisionless flux, kinetic/formula, alpha=1: 0.9992
collisionless flux, kinetic/formula, alpha=0.5: 0.9997
wide gap: conductivity, kinetic/bulk = 0.9951
wide gap: wall resistance, kinetic/formula = 1.190
alpha=0.5, unit width: formula/kinetic = 1.0430
```
